# Nottingham heating and its inversion for field-emitted electrons: verification in Python

```python
# Result under test: electrons field-emitted from a free-electron metal have
# mean total energy  <E> = -pi kT cot(pi kT/d)  relative to the Fermi level,
# so Nottingham heating changes to cooling at kT = d/2.
# Symbols: E total energy, W normal energy (both eV from the Fermi level),
# D(W) full transmission, 1/d = dlnD/dW at W=0, PHI work function (eV),
# FIELD local field (V/nm, equal to eV/nm for one electron), z distance (nm).
# Barrier: PHI - Q/z - FIELD*z, with Q/z the image energy.
# WKB estimate: D = exp(-G); the wave equation adds a slow prefactor P(W).
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import expit, airy

KB = sc.k / sc.e                                      # eV/K
C = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18           # hbar^2/2m, eV nm^2
Q = sc.e / (16 * np.pi * sc.epsilon_0) * 1e9          # eV nm
PHI, BAND, FIELD, RADIUS = 4.9, 10.0, 5.0, 100.0
MELT = 3500.0                                         # rough, K
SLOPE = 0.5                                           # assumed |dln sigma/dE|, 1/eV
FACE = 0.3                                            # assumed spread of PHI, eV

nodes, weights = np.polynomial.legendre.leggauss(160)
theta, wtheta = nodes * np.pi / 2, weights * np.pi / 2


def law(kT, d):
    return -np.pi * kT / np.tan(np.pi * kT / d)


def barrier_path(W, phi, field):
    W = np.atleast_1d(np.asarray(W, float))
    centre = (phi - W) / (2 * field)
    half2 = centre**2 - Q / field
    half = np.sqrt(half2 + 0j)
    return half2, centre[:, None] + half[:, None] * np.sin(theta)


def wkb_exponent(W, phi, field):
    half2, z = barrier_path(W, phi, field)
    integral = ((np.cos(theta)**2 / np.sqrt(z)) @ wtheta).real
    return 2 * np.sqrt(field / C) * half2 * integral


def wkb_slope(W, phi, field):
    _, z = barrier_path(W, phi, field)
    return (np.sqrt(z) @ wtheta).real / np.sqrt(C * field)


def wave_transmission(W, phi=PHI, field=FIELD, radius=np.inf, h=0.002,
                      z_end=6.0, image=Q):
    """Outgoing wave carried back through thin slabs into the metal."""
    def potential(z):
        v = (phi - image / (z * (1 + z / (2 * radius)))
             - field * z / (1 + z / radius))
        return max(v, -BAND) if z < 0.2 else v

    kinetic = W - potential(z_end)
    k_out = np.sqrt(kinetic / C)
    psi = np.ones(len(W), complex)
    dpsi = 1j * k_out - field / (4 * kinetic)
    for i in range(int(round(z_end / h)) - 1, -1, -1):
        k = np.sqrt((W - potential((i + 0.5) * h)) / C + 1e-13j)
        co, si = np.cos(k * h), np.sin(k * h)
        psi, dpsi = psi * co - dpsi * si / k, dpsi * co + psi * k * si
    k_in = np.sqrt((W + BAND) / C)
    incident = 0.5 * (psi + dpsi / (1j * k_in))
    return k_out / (k_in * np.abs(incident)**2)


def mean_energy(E, D, kT):
    current = cumulative_trapezoid(D, E, initial=0) * expit(-E / kT)
    return np.sum(E * current) / np.sum(current)


def replacement_energy(kT, slope):
    return np.pi**2 * kT**2 * slope / 3


def inversion_T(E, D, d, slope=0.0):
    def balance(kT):
        return mean_energy(E, D, kT) - replacement_energy(kT, slope)
    return brentq(balance, 0.3 * d, 0.75 * d, xtol=1e-10) / KB


def energy_grid(step):
    return np.linspace(-4.5, 4.5, int(round(9 / step)) + 1)


def wkb_inversion(phi, field, step=0.005):
    E = energy_grid(step)
    D = expit(-wkb_exponent(E, phi, field))
    return inversion_T(E, D, 1 / wkb_slope(0.0, phi, field)[0])


def wave_case(step=0.01, **barrier):
    """Energies, transmission, decay energy and inversion temperature."""
    E = energy_grid(step)
    D = wave_transmission(E, **barrier)
    d = 1 / np.gradient(np.log(D), E)[len(E) // 2]
    return E, D, d, inversion_T(E, D, d)


# Mean, width and normalization against direct integration over energy
for p in (0.1, 0.3, 0.5, 0.7):
    def density(x):
        return np.exp(p * x + np.log(expit(-x))) if x < 500 else 0.0
    lo, hi = -40 / p, 40 / (1 - p)
    moments = []
    for power in (0, 1, 2):
        def integrand(x):
            return x**power * density(x)
        moments.append(quad(integrand, lo, 0, limit=300)[0]
                       + quad(integrand, 0, hi, limit=300)[0])
    average = moments[1] / moments[0]
    width = np.sqrt(moments[2] / moments[0] - average**2)
    assert abs(moments[0] - np.pi / np.sin(np.pi * p)) < 1e-6
    assert abs(average - law(1.0, 1 / p)) < 1e-6
    assert abs(width - np.pi / np.sin(np.pi * p)) < 1e-5
# Cold limit of the mean, from the low-temperature series
assert abs(law(0.05, 1.0) - (-1 + np.pi**2 * 0.05**2 / 3)) < 2e-5

# WKB slope against the exponent integrated from its definition
slope_wkb = wkb_slope(0.0, PHI, FIELD)[0]
d_wkb = 1 / slope_wkb


def exponent_by_definition(W):
    root = np.sqrt((PHI - W)**2 - 4 * Q * FIELD)
    z1, z2 = (PHI - W - root) / (2 * FIELD), (PHI - W + root) / (2 * FIELD)

    def kappa(z):
        return np.sqrt(max(PHI - Q / z - FIELD * z - W, 0) / C)
    return 2 * quad(kappa, z1, z2, epsabs=1e-10, epsrel=1e-10, limit=300)[0]


numeric_slope = -(exponent_by_definition(0.01)
                  - exponent_by_definition(-0.01)) / 0.02
assert abs(numeric_slope * d_wkb - 1) < 1e-4
exponent = wkb_exponent(0.0, PHI, FIELD)[0]
assert abs(exponent - exponent_by_definition(0.0)) < 1e-5

# Wave solver against the exact Airy solution of a triangular barrier
W_test = np.array([-1.0, 0.0, 1.0])
scale = (FIELD / C)**(1 / 3)
Ai, dAi, Bi, dBi = airy(scale * (PHI - W_test) / FIELD)
k_metal = np.sqrt((W_test + BAND) / C)
incident = 0.5 * (Bi + 1j * Ai - scale * (dBi + 1j * dAi) / (1j * k_metal))
D_airy = scale / np.pi / (k_metal * np.abs(incident)**2)
D_slabs = wave_transmission(W_test, image=0.0)
assert np.max(np.abs(D_slabs / D_airy - 1)) < 1e-3


# Low-field prefactor: decaying Coulomb-tail solution joined to the metal wave
def log_surface_prefactor(W):
    kappa, k = np.sqrt((PHI - W) / C), np.sqrt((BAND + W) / C)
    nu = Q / (2 * C * kappa)
    x = 2 * kappa * Q / (PHI + BAND)

    def tail(y):
        return mp.whitw(nu, 0.5, y)
    norm = float(tail(x))**2 + (2 * kappa * float(mp.diff(tail, x)) / k)**2
    return np.log(4 * kappa / (k * norm)) + 2 * nu * (np.log(nu) - 1)


surface_slope = (log_surface_prefactor(0.05) - log_surface_prefactor(-0.05)) / 0.1
log_low = np.log(wave_transmission(np.array([-0.02, 0.02]), field=1.0, z_end=15.0))
low_excess = (log_low[1] - log_low[0]) / 0.04 - wkb_slope(0.0, PHI, 1.0)[0]
# a correction linear in the field remains at 1 V/nm
assert abs(low_excess / surface_slope - 1) < 0.2

# The example: full transmission, decay energy and inversion temperature
E, D_wave, d, T_wave = wave_case()
middle = len(E) // 2
D_fermi = D_wave[middle]
T_law = d / (2 * KB)
assert abs((slope_wkb + surface_slope) * d - 1) < 0.03
log_D = np.log(D_wave)
c_wave = -(log_D[middle + 10] - 2 * log_D[middle] + log_D[middle - 10]) / 0.1**2
T_corrected = T_law * (1 - c_wave * d**2)
assert abs(T_wave / T_corrected - 1) < 0.01
T_wkb = wkb_inversion(PHI, FIELD)
assert abs((T_wave / T_wkb) / (d / d_wkb) - 1) < 0.01
assert abs(T_wave / T_law - 1) < 0.10
assert mean_energy(E, D_wave, 0.3 * d) < 0 < mean_energy(E, D_wave, 0.7 * d)
T_fine = wave_case(step=0.005, h=0.001, z_end=7.0)[3]
assert abs(T_fine - T_wave) < 3.0
T_sphere = wave_case(radius=RADIUS)[3]
T_plus = inversion_T(E, D_wave, d, SLOPE)
T_minus = inversion_T(E, D_wave, d, -SLOPE)

# Current density and mean energy from the full sum over wave vectors
supply = sc.m_e * sc.e**3 / (2 * np.pi**2 * sc.hbar**3)   # A m^-2 eV^-2


def current_density(kT):
    return supply * D_fermi * d * np.pi * kT / np.sin(np.pi * kT / d)


root_energy = np.linspace(0, 4.2, 1401)
k_si = root_energy / np.sqrt(C) * 1e9
W_k = root_energy**2 - BAND
E_k = W_k[:, None] + root_energy[None, :]**2
for p in (0.3, 0.6):
    w = (k_si * np.exp(W_k / d))[:, None] * k_si[None, :] * expit(-E_k / (p * d))
    J_sum = (2 * sc.e / (2 * np.pi)**3 * 2 * np.pi * sc.hbar / sc.m_e
             * D_fermi * w.sum() * (k_si[1] - k_si[0])**2)
    assert abs(J_sum / current_density(p * d) - 1) < 1e-3
    assert abs((E_k * w).sum() / w.sum() - law(p * d, d)) < 1e-3 * d

# First curvature correction, tested at low field where it must take over
up, down = wkb_slope([0.01, -0.01], PHI, 1.0)
d_low = 1 / wkb_slope(0.0, PHI, 1.0)[0]
low_law = d_low / (2 * KB)
low_found = wkb_inversion(PHI, 1.0, 0.0025) - low_law
low_predicted = low_law * (up - down) / 0.02 * d_low**2
assert abs(low_found / low_predicted - 1) < 0.1

# Energy carried by conduction electrons, for conductivity ~ (E+BAND)^1.5
kT_test = 0.1
x = np.linspace(-9.9, 9.9, 20001)
conduct = (x + BAND)**1.5 * expit(x / kT_test) * expit(-x / kT_test)
carried = np.sum(x * conduct) / np.sum(conduct)
assert abs(carried / replacement_energy(kT_test, 1.5 / BAND) - 1) < 0.02

print(f"Work function (rough, Re-like)      {PHI:.1f} eV")
print(f"Band depth (assumed)                {BAND:.1f} eV")
print(f"Local field                         {FIELD:.1f} V/nm")
print(f"Apex radius                         {RADIUS:.0f} nm")
print(f"Melting point (rough)               {MELT:.0f} K")
print(f"Barrier top above Fermi level       {PHI - 2*np.sqrt(Q*FIELD):.3f} eV")
print(f"WKB exponent at Fermi level         {exponent:.3f}")
print(f"WKB transmission at Fermi level     {np.exp(-exponent):.3e}")
print(f"Wave transmission at Fermi level    {D_fermi:.3e}")
print(f"Decay energy, bare WKB              {d_wkb:.4f} eV")
print(f"Decay energy d, wave equation       {d:.4f} eV")
print(f"Prefactor slope, wave minus WKB     {1/d - slope_wkb:+.4f} eV^-1")
print(f"Prefactor slope, zero-field theory  {surface_slope:+.4f} eV^-1")
print(f"Prefactor slope, wave at 1 V/nm     {low_excess:+.4f} eV^-1")
print(f"WKB traversal time                  {sc.hbar/(2*d_wkb*sc.e)*1e15:.3f} fs")
print(f"kT at inversion, d/2                {d/2:.4f} eV")
print(f"Energy spread (std) at inversion    {np.pi*d/2:.4f} eV")
print(f"Inversion T, law d/(2k)             {T_law:.1f} K")
print(f"Law T / rough melting point         {T_law/MELT:.3f}")
print(f"Curvature c                         {c_wave:.4f} eV^-2")
print(f"Inversion T, curvature-corrected    {T_corrected:.1f} K")
print(f"Inversion T, wave equation          {T_wave:.1f} K")
print(f"Inversion T, full WKB barrier       {T_wkb:.1f} K")
print(f"Shift on refining wave mesh         {T_fine - T_wave:+.3f} K")
print(f"Shift from apex curvature           {T_sphere - T_wave:+.1f} K")
print(f"Assumed conductivity slope, +/-     {SLOPE:.1f} eV^-1")
print(f"Replacement energy at law T, +/-    {replacement_energy(d/2, SLOPE):.4f} eV")
print(f"Balance shift, slope positive       {T_plus - T_wave:+.1f} K")
print(f"Balance shift, slope negative       {T_minus - T_wave:+.1f} K")
for change in (-FACE, FACE):
    shift = wave_case(phi=PHI + change)[3] - T_wave
    print(f"Shift, work function {change:+.1f} eV        {shift:+.1f} K")
print(f"WKB test at 1 V/nm: law T           {low_law:.2f} K")
print(f"  curvature shift predicted         {low_predicted:.3f} K")
print(f"  curvature shift found             {low_found:.3f} K")
for T in (300.0, 900.0, 1500.0):
    kT = KB * T
    J = current_density(kT) / 1e4
    print(f"T = {T:.0f} K: kT = {kT:.5f} eV, kT/d = {kT/d:.4f}")
    print(f"  mean energy, law                  {law(kT, d):+.4f} eV")
    print(f"  mean energy, wave equation        {mean_energy(E, D_wave, kT):+.4f} eV")
    print(f"  current density, law              {J:.3e} A/cm2")
    print(f"  Nottingham heat flux, law         {-J*law(kT, d)/1e3:+.3f} kW/cm2")
for field in (3.0, 7.0):
    _, _, d_field, T_field = wave_case(field=field)
    print(f"At {field:.0f} V/nm: d = {d_field:.4f} eV, law T = {d_field/(2*KB):.1f} K")
    print(f"  inversion T, wave equation        {T_field:.1f} K")
print("OK")
```

Running it gives:

```
Work function (rough, Re-like)      4.9 eV
Band depth (assumed)                10.0 eV
Local field                         5.0 V/nm
Apex radius                         100 nm
Melting point (rough)               3500 K
Barrier top above Fermi level       2.217 eV
WKB exponent at Fermi level         9.452
WKB transmission at Fermi level     7.857e-05
Wave transmission at Fermi level    7.153e-05
Decay energy, bare WKB              0.2100 eV
Decay energy d, wave equation       0.2205 eV
Prefactor slope, wave minus WKB     -0.2278 eV^-1
Prefactor slope, zero-field theory  -0.1882 eV^-1
Prefactor slope, wave at 1 V/nm     -0.1942 eV^-1
WKB traversal time                  1.567 fs
kT at inversion, d/2                0.1103 eV
Energy spread (std) at inversion    0.3464 eV
Inversion T, law d/(2k)             1279.5 K
Law T / rough melting point         0.366
Curvature c                         0.4800 eV^-2
Inversion T, curvature-corrected    1249.7 K
Inversion T, wave equation          1253.4 K
Inversion T, full WKB barrier       1198.0 K
Shift on refining wave mesh         +0.005 K
Shift from apex curvature           -16.6 K
Assumed conductivity slope, +/-     0.5 eV^-1
Replacement energy at law T, +/-    0.0200 eV
Balance shift, slope positive       +52.3 K
Balance shift, slope negative       -47.6 K
Shift, work function -0.3 eV        +40.4 K
Shift, work function +0.3 eV        -36.2 K
WKB test at 1 V/nm: law T           251.97 K
  curvature shift predicted         -1.065 K
  curvature shift found             -1.039 K
T = 300 K: kT = 0.02585 eV, kT/d = 0.1172
  mean energy, law                  -0.2105 eV
  mean energy, wave equation        -0.1974 eV
  current density, law              5.758e+04 A/cm2
  Nottingham heat flux, law         +12.119 kW/cm2
T = 900 K: kT = 0.07756 eV, kT/d = 0.3517
  mean energy, law                  -0.1225 eV
  mean energy, wave equation        -0.1085 eV
  current density, law              6.961e+04 A/cm2
  Nottingham heat flux, law         +8.529 kW/cm2
T = 1500 K: kT = 0.12926 eV, kT/d = 0.5861
  mean energy, law                  +0.1127 eV
  mean energy, wave equation        +0.1113 eV
  current density, law              1.076e+05 A/cm2
  Nottingham heat flux, law         -12.120 kW/cm2
At 3 V/nm: d = 0.1313 eV, law T = 762.1 K
  inversion T, wave equation        752.7 K
At 7 V/nm: d = 0.3147 eV, law T = 1826.1 K
  inversion T, wave equation        1775.6 K
OK
```
